# Molecular terms of two ground-term oxygen atoms from the Wigner-Witmer rules

In an oxygen plasma, two free atoms can approach each other along many different potential curves. A model of their collisions or recombination needs to know how many curves there are, what symmetry each has, and what statistical weight it carries. The Wigner-Witmer rules answer these questions from the atomic terms alone, without any energy calculation.

Both atoms are in the ground term $^3P$ of the configuration $2p^4$, so each has orbital momentum $L=1$ and spin $S_A=1$. The nuclei $A$ and $B$ are identical and lie on the $z$ axis at $\mathbf R_A=-\mathbf R_B$, a distance $R$ apart. The Hamiltonian contains no spin-orbit coupling. Charge-transfer states $\mathrm{O^+O^-}$ are not part of the problem.

A molecular term is written $^{2S+1}\Lambda$, where $S$ is the total spin and $\Lambda=|M_L|$ is the size of the orbital momentum along $z$, in units of $\hbar$. The letters $\Sigma,\Pi,\Delta$ mean $\Lambda=0,1,2$. The subscript g or u gives the sign $+1$ or $-1$ under inversion $i$ of the electron positions through the midpoint. For $\Sigma$ terms, a superscript gives the sign under reflection $\sigma$ of those positions in a plane containing the axis. Two levels with the same symbol count as two terms.

## (a) The states to be sorted

**How many independent states do the separated atoms have, and does antisymmetrization between the atoms change the number? Why may the classification be carried to finite $R$?**

**Solution.** One atom has $2L+1=3$ orbital and $2S_A+1=3$ spin components, hence 9 states $|M,m\rangle$. The pair has

$$[(2L+1)(2S_A+1)]^2=9^2=81$$

products of a state on $A$ with a state on $B$.

With $N$ electrons per atom, the antisymmetrized product is

$$|M_1m_1;M_2m_2\rangle=\mathcal A\,\big[a_A(1,\dots,N)\,b_B(N+1,\dots,2N)\big],$$

where $a$ stands for $(M_1,m_1)$ and $b$ for $(M_2,m_2)$. Far apart, the orbitals of $A$ and $B$ do not overlap. In a scalar product of two such states, any permutation that moves electrons between atoms gives zero, unless it exchanges the whole groups in both factors alike, which is mere relabelling. What remains is the product of the two atomic scalar products. Different products therefore stay orthogonal and none is lost. None is gained either: "electrons $1$ to $N$ on $A$" and "electrons $1$ to $N$ on $B$" describe the same antisymmetrized state up to a sign.

At every $R$ the Hamiltonian commutes with $\mathbf S^2$, $i$, $\sigma$ and $L_z$. Their quantum numbers are discrete, so they cannot drift as $R$ changes continuously. The labels found for separated atoms thus hold along the curves that start there. At short range, curves from higher atomic terms may come down among them. The labels survive, but the 81 states need no longer be the lowest 81.

## (b) Coupling the spins

**Which total spins occur, and how does each behave when the two atomic spin states are exchanged?**

**Solution.** Coupling $1$ with $1$ gives $S=0,1,2$, with $1+3+5=9$ spin states. Let $P_s$ exchange $m_1$ and $m_2$. It commutes with the total spin operators, so all components of a multiplet share one sign, which can be read from the products $|m_1m_2\rangle$:

- For $m_1+m_2=2$ there is one state, $|1,1\rangle$. It is even, so $S=2$ is even.
- For $m_1+m_2=1$ there are two states, $|1,0\rangle\pm|0,1\rangle$. The even one belongs to $S=2$, which leaves the odd one for $S=1$.
- For $m_1+m_2=0$ there are two even states and one odd state. One even state belongs to $S=2$ and the odd one to $S=1$. The remaining even state is $S=0$.

Hence $P_s=(-1)^S$ here. The same descent for general $S_A$ starts with an even state at $S=2S_A$ and changes sign at each step down:

$$P_s=(-1)^{2S_A-S}.$$

## (c) Axial momentum and reflection

**Sort the nine orbital products by $\Lambda$ and by their sign under exchange of the orbital states. Find the reflection signs of the $\Sigma$ states.**

**Solution.** Only the sum $M_L=M_1+M_2$ is conserved in the molecule. Let $P_o$ exchange $M_1$ and $M_2$. The combinations, with normalization omitted, are

| $\Lambda$ | $P_o=+1$ | $P_o=-1$ |
|---|---|---|
| 0 | $\lvert0,0\rangle$ and $\lvert1,-1\rangle+\lvert-1,1\rangle$ | $\lvert1,-1\rangle-\lvert-1,1\rangle$ |
| 1 | $\lvert1,0\rangle+\lvert0,1\rangle$ | $\lvert1,0\rangle-\lvert0,1\rangle$ |
| 2 | $\lvert1,1\rangle$ | none |

For $\Lambda=1,2$ the table shows $M_L>0$; each entry has a partner with all signs of $M$ reversed. The even column holds $2+2+2=6$ states and the odd column $1+2=3$, nine in all.

Now take the reflection $y\to-y$. For each atom it equals inversion through its own nucleus followed by a rotation by $\pi$ about a line through that nucleus parallel to $y$. The inversion gives the atomic parity $p$. With standard phases the rotation turns $|M\rangle$ into $(-1)^{L-M}|-M\rangle$. Therefore

$$\sigma|M\rangle=p(-1)^{L-M}|-M\rangle,$$

$$\sigma|M_1,M_2\rangle=p^2(-1)^{2L-M_1-M_2}|-M_1,-M_2\rangle.$$

Here $p^2=1$ and $2L$ is even. For $M_1=-M_2=M$ the whole factor is $+1$:

$$\sigma|M,-M\rangle=|-M,M\rangle.$$

On $\Sigma$ states reflection thus acts like exchange. The two even combinations are $\Sigma^+$ and the odd one is $\Sigma^-$.

For $\Lambda>0$, reflection interchanges $+\Lambda$ and $-\Lambda$. The two states have equal energy, and their sum and difference supply one state of each sign. A reflection superscript would therefore distinguish nothing.

## (d) Inversion

**Show how g and u follow from $S$ and the orbital exchange sign. Keep track of the electron exchange.**

**Solution.** A function centred on $A$ with atomic parity $p$ obeys

$$f(-\mathbf r-\mathbf R_A)=f\big(-(\mathbf r-\mathbf R_B)\big)=p\,f(\mathbf r-\mathbf R_B),$$

because $\mathbf R_A=-\mathbf R_B$. Inversion carries the state of $A$ over to $B$ and the reverse, with one factor $p$ from each atom:

$$i\,\mathcal A[a_A(1..N)\,b_B(N{+}1..2N)]=p^2\,\mathcal A[a_B(1..N)\,b_A(N{+}1..2N)].$$

To compare this with the basis states, the electrons on $A$ must come first. Each of the $N$ electrons of one group has to pass the $N$ electrons of the other. This takes $N^2$ transpositions, and $(-1)^{N^2}=(-1)^N$. With $p^2=1$,

$$i\,|M_1m_1;M_2m_2\rangle=(-1)^N|M_2m_2;M_1m_1\rangle,$$

which is the operator relation $i=(-1)^NP_oP_s$. Inserting the spin sign from (b) gives

$$i=(-1)^{N+2S_A-S}P_o.$$

An atom has half-integer spin when $N$ is odd and integer spin when $N$ is even, so $N+2S_A$ is always even. Since $(-1)^{-S}=(-1)^S$,

$$\boxed{\,i=(-1)^S P_o\,}$$

For singlets and quintets, exchange-even orbital states are g and exchange-odd ones are u. For triplets the two are interchanged. It makes no difference whether all 8 electrons of an oxygen atom are counted or only the four in $2p$, since both numbers are even.

A second form uses the sum $\mathbf L_t$ of the two atomic orbital momenta. By the argument of (b), $P_o=(-1)^{2L-L_t}=(-1)^{L_t}$, so

$$i=(-1)^{S+L_t}.$$

Within the 81-state space, an interaction that conserves $i$ and $S$ can therefore mix two values of $L_t$ only if both are even or both are odd. Once other atomic or ionic states mix in at finite $R$, $i$ and $S$ stay exact but no longer impose this restriction on $L_t$ by themselves. The relation $i=(-1)^{S+L_t}$ was tested as a matrix identity in the 81-state space, built from determinants with their fermion signs. The largest deviation of any matrix element was $5\times10^{-15}$.

## (e) The terms and their weights

**List all molecular terms and verify that their degeneracies account for every state.**

**Solution.** Attach the parity from (d) to each orbital combination from (c):

| $S$ | from $P_o=+1$ | from $P_o=-1$ |
|---|---|---|
| 0 | $^1\Sigma_g^+$ (twice), $^1\Pi_g$, $^1\Delta_g$ | $^1\Sigma_u^-$, $^1\Pi_u$ |
| 1 | $^3\Sigma_u^+$ (twice), $^3\Pi_u$, $^3\Delta_u$ | $^3\Sigma_g^-$, $^3\Pi_g$ |
| 2 | $^5\Sigma_g^+$ (twice), $^5\Pi_g$, $^5\Delta_g$ | $^5\Sigma_u^-$, $^5\Pi_u$ |

Each row has six terms, so there are $3\times6=18$.

A $\Sigma$ term has degeneracy $2S+1$. A $\Pi$ or $\Delta$ term has $2(2S+1)$, because $M_L=\pm\Lambda$ are distinct. Each row contains three $\Sigma$, two $\Pi$ and one $\Delta$, hence

$$(2S+1)(3\cdot1+2\cdot2+1\cdot2)=9(2S+1)$$

states. Summing over spin gives

$$9\,(1+3+5)=9+27+45=81,$$

in agreement with (a).

The total alone would not reveal an interchange of g and u, or of $+$ and $-$. The symmetries were therefore tested separately. All determinants of eight electrons in the six $2p$ orbitals of the two atoms were formed, and the space with both atoms in $^3P$ was extracted with the atomic operators. Sorting it by $\mathbf S^2$, $L_z^2$, $i$ and $\sigma$ reproduced the table term by term.

## (f) Other pairs of atomic terms

**Generalize the count to like atoms in the same term with any $L$ and $S_A$. Apply it to $^1D+{}^1D$ and $^2P+{}^2P$. What changes for $^3P+{}^1D$?**

**Solution.** For a given $M_L=\Lambda\ge0$, both projections must lie between $-L$ and $L$. Then $M_1$ runs from $\Lambda-L$ to $L$, which gives

$$n_\Lambda=2L+1-\Lambda$$

products.

For $\Lambda=0$, the product $|0,0\rangle$ is even by itself, and the $L$ pairs $|M,-M\rangle,|-M,M\rangle$ give one even and one odd combination each. For every $S$ there are thus $L+1$ terms $\Sigma^+$ with $P_o=+1$ and $L$ terms $\Sigma^-$ with $P_o=-1$.

For $\Lambda>0$, a product with $M_1=M_2$ exists when $\Lambda$ is even, which is when $n_\Lambda$ is odd. It is exchange-even, and all other products pair up. There are therefore $\lceil n_\Lambda/2\rceil$ even and $\lfloor n_\Lambda/2\rfloor$ odd terms. Parity again follows from $i=(-1)^SP_o$.

The number of terms for each $S$ is

$$\sum_{\Lambda=0}^{2L}(2L+1-\Lambda)=1+2+\dots+(2L+1)=(L+1)(2L+1).$$

There are $2S_A+1$ values of $S$, so the total is

$$N_{\rm terms}=(2S_A+1)(L+1)(2L+1).$$

For $^3P$ this gives $3\cdot2\cdot3=18$.

For $^1D+{}^1D$, with $L=2$ and $S_A=0$, it gives $1\cdot3\cdot5=15$ terms. They are three $\Sigma_g^+$, two $\Sigma_u^-$, two $\Pi_g$, two $\Pi_u$, two $\Delta_g$, one $\Delta_u$, one $\Phi_g$, one $\Phi_u$ and one $\Gamma_g$, all singlets ($\Phi$ and $\Gamma$ mean $\Lambda=3,4$). The states number $5+2\cdot10=25=5^2$.

For $^2P+{}^2P$, with $L=1$ and $S_A=\tfrac12$, there are $2\cdot2\cdot3=12$ terms and $9(1+3)=36=6^2$ states. With one $p$ electron per atom, this case has odd $N$ and odd atomic parity, so it probes the cancellation of signs in (d). Determinant classifications of both pairs agreed with the rule.

If the atoms are in different terms, exchange leads to a new state: $^3P$ on $A$ with $^1D$ on $B$, or the reverse. The sum and difference of the two provide every orbital and spin combination once as g and once as u. The number of states is $2\times9\times5=90$.

## (g) The oxygen pair at finite distance

**The pair is computed by full configuration interaction in the $2p$ space. What do the energies add to the symmetry result?**

**Solution.** The $1s$ and $2s$ orbitals are frozen. The atomic orbitals come from a spherically averaged Hartree-Fock calculation in the s and p functions of the aug-cc-pVQZ basis. Going from the triple- to the quadruple-zeta set moves the 18 energies at 3 Å by at most 1.3 meV. This measures basis convergence for one choice of atomic orbitals, and the choice matters more. The averaged calculation puts $4/3$ electrons in each $2p$ orbital and gives $\langle r^2\rangle=2.28\,a_0^2$, against $1.98\,a_0^2$ for orbitals optimized for the $^3P$ term. With the latter, the energies at 3 Å move by up to 13 meV, the long-range spread tabulated below falls by a quarter, and the gap at 50 Å grows from 2.05 to 2.19 eV. The model itself omits orbital relaxation, dispersion and most other dynamic correlation, so its energies show how the terms split but are not accurate potential curves.

At 50 Å the lowest group contains 81 states. The next one lies 2.05 eV higher and contains 90, as found for $^3P+{}^1D$. At 3 Å the lowest 81 states are still 1.97 eV below the rest, and they again form the 18 terms of (e).

At 3 Å the energies, relative to the separated atoms, run from $-20$ meV for $^5\Pi_g$ to about $57$ meV for the upper $\Sigma^+$ level of each spin. The order of levels within about 10 meV of each other should not be trusted, since it changes with the choice of atomic orbitals; $^5\Pi_g$ at the bottom and the upper $\Sigma^+$ levels at the top keep their places. At 1.2 Å the lowest term is $^3\Sigma_g^-$, although at 3 Å it lies about 21 meV above $^5\Pi_g$ (about 10 meV with orbitals optimized for $^3P$). In this model, the order at 3 Å therefore does not predict which term is lowest near the bond length.

The spread of the 81 energies shows which interaction lifts the degeneracy:

| $R$ (Å) | 3 | 4 | 6 | 10 | 20 |
|---|---|---|---|---|---|
| spread (meV) | 77 | 14 | 1.8 | 0.14 | 0.0044 |

A neutral atom in a state of definite parity has no charge and no dipole moment, but an oxygen atom in the $^3P$ term of $2p^4$ has a quadrupole moment. Multipoles of order $l_1$ and $l_2$ interact as $R^{-(l_1+l_2+1)}$, so two quadrupoles give $R^{-5}$. The exponent obtained from 10 and 20 Å is 5.00. From 6 to 3 Å the spread grows by a factor $77.4/1.81=43$, more than $2^5=32$, so other contributions have entered.

One of them is electron exchange, which makes the energy depend on $S$. To leading order in the overlap, one electron of each atom takes part. Each atom then contributes at most one spin operator, and the energy for a given orbital state has the form

$$E_S=c+K\,\mathbf S_A\!\cdot\mathbf S_B=c+\tfrac K2[S(S+1)-4].$$

This gives $E_1-E_0=K$ and $E_2-E_1=2K$. The exchange-even $\Pi$ terms $^1\Pi_g$, $^3\Pi_u$, $^5\Pi_g$ lie at $0.17$, $-6.56$ and $-19.86$ meV. Their intervals are $-6.73$ and $-13.30$ meV, with ratio $1.98$. The decimals matter here for comparing levels within one fixed model and basis, not as a claim of accuracy. A quintuple-zeta set lowers these three levels by a further 0.1 to 0.2 meV, enough to change the sign of the first, but leaves the ratio at $1.98$. Orbitals optimized for $^3P$ raise the three levels by 9 to 13 meV, and the ratio is again $1.98$.

## (h) Use in an oxygen plasma

**For a gas at 500 K and 1 Torr, what weight does the ground molecular term have, and how far do the neglected effects alter the count?**

**Solution.** These are rough values for resist stripping in oxygen; many etching plasmas run at much lower pressure. If all 81 states are equally populated, the fraction of pairs that start on the $^3\Sigma_g^-$ curve is

$$\frac{3}{81}=\frac1{27}\approx0.037.$$

This is an entrance weight, not a recombination probability. A third body must still remove energy, and transitions between curves can feed the ground term from others.

Spin-orbit coupling is the first neglected effect. It places the atomic levels $J=1$ and $J=0$ roughly 20 and 28 meV above $J=2$. The computed spread of the terms falls below this between 3 and 4 Å. Farther out, the atomic $J$ values describe the states better than $\Lambda$ and $S$ do. Even at 3 Å many terms lie closer together than 20 meV, so they can mix strongly. The number of states is unaffected, since $(5+3+1)^2=81$.

The populations do change. With $k_BT=43.1$ meV, the weight of one atom, with energy measured from $J=2$, is

$$q=5+3e^{-20/43.1}+e^{-28/43.1}=7.41.$$

The fraction in $J=2$ is $5/7.41=0.675$ instead of $5/9=0.556$. The pair weight is $q^2=54.9$ instead of 81, a reduction of 32%. Most of this comes from the choice of energy zero. The mean energy of the nine atomic states is $(3\cdot20+28)/9=9.8$ meV. Measured from that mean, the pair weight is $54.9\,e^{2\times9.8/43.1}\approx86$, or 7% above 81. An equilibrium constant must therefore use a weight and a dissociation energy that refer to the same zero.

The share $1/27$ also rests on equal populations. Suppose instead that the atoms approach so slowly that each pair stays on one curve, with spin-orbit coupling included. The three components of the ground term are the lowest curves of their symmetries, so they start from two $J=2$ atoms. Their share at 500 K is then $3/54.9\approx0.055$.

The treatment as an isolated pair is sound in the gas. The mean spacing of all particles, $(k_BT/p)^{1/3}$, is 37 nm, over a hundred times 3 Å. It fails on reactor walls, where atoms also recombine: the surface removes the axial and inversion symmetry, and the share $1/27$ has no basis there.

Excited atoms are the remaining limit. Heat alone produces almost none, since an excitation energy of about 2 eV gives $e^{-2000/43.1}\sim10^{-20}$, but electron impact in a discharge does. If a fraction $x$ of the atoms is excited, then $(1-x)^2$ of randomly formed pairs belong to $^3P+{}^3P$. For an assumed $x=0.01$ that is 98%, and the other pairs need their own term lists, as in (f). The computed values are collected in the numerical output below.

## Table of computed values

```
Product states of two 3P atoms: 81
Multiplicity 1: terms 6, states 9
Multiplicity 3: terms 6, states 27
Multiplicity 5: terms 6, states 45
Total: terms 18, states 81
Check 1D+1D: terms 15, states 25
Check 2P+2P: terms 12, states 36
Largest error of the inversion rule: 5.0e-15
Terms at R = 3.0 angstrom, energy from separated atoms:
  5Pi_g      copy 1 degeneracy 10 energy   -19.86 meV
  3Pi_u      copy 1 degeneracy  6 energy    -6.56 meV
  1Sigma_u-  copy 1 degeneracy  1 energy    -1.19 meV
  1Pi_g      copy 1 degeneracy  2 energy     0.17 meV
  3Sigma_g-  copy 1 degeneracy  3 energy     1.58 meV
  1Delta_g   copy 1 degeneracy  2 energy     4.06 meV
  1Sigma_g+  copy 1 degeneracy  1 energy     4.43 meV
  5Sigma_u-  copy 1 degeneracy  5 energy     7.30 meV
  3Delta_u   copy 1 degeneracy  6 energy     7.77 meV
  3Sigma_u+  copy 1 degeneracy  3 energy     8.00 meV
  5Pi_u      copy 1 degeneracy 10 energy    13.41 meV
  5Sigma_g+  copy 1 degeneracy  5 energy    15.21 meV
  5Delta_g   copy 1 degeneracy 10 energy    15.30 meV
  3Pi_g      copy 1 degeneracy  6 energy    16.56 meV
  1Pi_u      copy 1 degeneracy  2 energy    18.14 meV
  5Sigma_g+  copy 2 degeneracy  5 energy    57.42 meV
  3Sigma_u+  copy 2 degeneracy  3 energy    57.48 meV
  1Sigma_g+  copy 2 degeneracy  1 energy    57.53 meV
Largest shift, triple- to quadruple-zeta s,p basis: 1.327 meV
States in lowest group at 50 angstrom: 81
States in next group (3P+1D): 90
Gap to next group at 50 angstrom: 2.052 eV
Gap above the 81 states at 3 angstrom: 1.968 eV
Spread of the 81 states at  3.0 angstrom: 77.3842 meV
Spread of the 81 states at  4.0 angstrom: 14.4303 meV
Spread of the 81 states at  6.0 angstrom: 1.8088 meV
Spread of the 81 states at 10.0 angstrom: 0.1405 meV
Spread of the 81 states at 20.0 angstrom: 0.0044 meV
Inverse power of R from 10 and 20 angstrom: 5.000
Lowest term at 1.2 angstrom: 3Sigma_g-
Share of the 81 states in that term: 0.0370
Rough fine-structure energies J=1, J=0: 20, 28 meV
Gas temperature: 500 K; thermal energy: 43.1 meV
J=2 population: 0.675; without splitting: 0.556
Effective pair weight with fine structure: 54.9
Pressure: 1 Torr; mean particle spacing: 37.3 nm
```
